Proton charge radius: F1 slope, Foldy term and Darwin-Foldy shift

A negative lepton in an S state has a nonzero probability density at the nucleus. If the nuclear charge is spread out, the attraction is weakened there and the level moves up. Turning a measured shift into a proton radius requires a decision about what "the charge distribution" means. The proton current contains two form factors, F1 and F2, and F1 multiplies the same matrix γ^μ as the charge of a point Dirac particle. It is tempting to conclude that the slope of F1 gives the charge radius, and that this radius accounts for the whole shift. Both conclusions fail, for different reasons.

**Conventions**

Units are ħ = c = 1. The nucleus has mass M and, unless stated otherwise, charge +1. The momentum transfer is q = p′ − p, with Q² = −q_μq^μ, and τ = Q²/(4M²). The spin-1/2 vertex is

Γ^μ = F1(Q²) γ^μ + iσ^{μν}q_ν κF2(Q²)/(2M), F1(0) = F2(0) = 1,

where κ is the anomalous magnetic moment. The electric form factor and the two candidate radii are

G_E = F1 − τκF2, r_E² = −6 G_E′(0), r_1² = −6 F1′(0),

with the prime denoting d/dQ². The quoted proton charge radius is r_E.

**A counter-example without structure**

Take F1 = F2 = 1 at every Q². The slope of F1 vanishes, so r_1 = 0. But G_E = 1 − κQ²/(4M²), hence

r_E² = 3κ/(2M²).

This Foldy term already separates the two radii.

Now set κ = 0 as well, so that r_1 = r_E = 0. If r_E described the entire contact effect, this particle would have the same S levels as a structureless spin-0 particle, up to effects not of contact type. Place each in the field of an infinitely heavy centre, with potential energy −a/r, and solve for the ground state.

For spin 0, write the wave function as χ/r. The Klein-Gordon equation becomes

χ″ + [(E + a/r)² − M²]χ = 0.

Insert χ = r^s e^{−λr}, for which χ″/χ = s(s−1)/r² − 2sλ/r + λ². The powers of 1/r must cancel separately:

s(s−1) + a² = 0, sλ = Ea, λ² = M² − E².

The root that tends to 1 as a → 0 is s = 1/2 + √(1/4 − a²). Eliminating λ gives E²(1 + a²/s²) = M². Since a² = s(1−s), the bracket equals 1/s, so

E_KG = M√s = M(1 − a²/2 − 5a⁴/8 − 21a⁶/16 − …).

For spin 1/2, the radial Dirac equations of the S₁/₂ ground state are

G′ − G/r = (E + M + a/r)F, F′ + F/r = −(E − M + a/r)G.

Insert G = r^γ e^{−λr} and F = cG. The 1/r terms give γ − 1 = ca and c(γ + 1) = −a, whose combination is γ² = 1 − a². The constant terms give −λ = c(E + M) and cλ = E − M, so c² = (M − E)/(M + E). From the first pair, c² = (1 − γ)²/a² = (1 − γ)/(1 + γ). Comparison yields

E_D = γM = M√(1 − a²) = M(1 − a²/2 − a⁴/8 − a⁶/16 − …).

Therefore

E_D − E_KG = M(a⁴/2 + 5a⁶/4 + …).

At a = 0.001 the difference divided by Ma⁴ is 0.5000013, in agreement with 1/2 + 5a²/4. The Dirac particle has the higher level although both its radii vanish. The difference is not a kinetic effect: the correction −p⁴/(8M³) is common to both particles, and its ground-state mean value −5Ma⁴/8 is the whole a⁴ term of E_KG. Spin-orbit coupling vanishes in an S state. What remains at order a⁴ is a contact effect that r_E² does not describe. The exact nS levels of the two equations differ by Ma⁴/(2n³) at this order, which is the 1/n³ scaling of a contact term.

**The correct statement**

For a spin-1/2 nucleus, the charge density that enters the atomic potential has the mean square radius

R² = r_E² + 3/(4M²) = r_1² + 3κ/(2M²) + 3/(4M²).

The term 3/(4M²) is the Darwin-Foldy term. It depends on charge and mass, whereas the Foldy term depends on anomalous moment and mass and needs no net charge. With the usual form-factor definitions, the Darwin-Foldy term is left outside the radius for spin 1/2 and is booked as recoil. No corresponding remainder exists for spin 0, or for spin 1 with the usual charge form factor G_C. Spins above 1 are not considered.

The statement concerns one-photon exchange, order α⁴ and the leading finite-size effect, for the centroid of the hyperfine levels. Vacuum polarization, self-energy and nuclear polarizability are left out.

**Proof for spin 1/2**

The relation between r_E and r_1 follows by differentiating G_E at Q² = 0. Since τ vanishes there, the derivative of F2 drops out:

G_E′(0) = F1′(0) − κ/(4M²), so r_E² = r_1² + 3κ/(2M²).

For the density, use the Breit frame, p = −q/2 and p′ = +q/2, where both energies equal E = √(M² + q²/4) = M√(1+τ). An atomic state is normalized to unit probability, so the spinors must satisfy u†u = 1:

u = N(χ, σ·p χ/(E + M)), N² = (E + M)/(2E).

The F1 part of the density is

u′†u = N²[1 − (q²/4)/(E + M)²] = N²[1 − (E − M)/(E + M)] = M/E,

because q²/4 = (E − M)(E + M). The spin factor is the identity and is not written.

For the F2 part, σ^{0i} = iγ⁰γ^i and q_i = −q^i give iσ^{0i}q_i = γ⁰γ·q. Its matrix element is

u′†γ·q u = N²[(σ·q)(σ·p) − (σ·p′)(σ·q)]/(E + M) = N²(−q²/2 − q²/2)/(E + M) = −q²/(2E).

Multiplication by κF2/(2M) gives −(M/E)τκF2. Adding both parts,

ρ = (M/E)(F1 − τκF2) = G_E/√(1+τ).

The root expands as 1 − Q²/(8M²), and −6 times this slope is 3/(4M²). This proves the formula for R².

In an atom the nucleus is generally not in the Breit frame. For small p and p′, N ≈ 1 − p²/(8M²), and the spin-averaged density of a point particle is

1 − (p² + p′²)/(8M²) + p·p′/(4M²) + κ(q·p − p′·q)/(4M²) = 1 − (1 + 2κ)q²/(8M²),

up to fourth order in momenta. The contact term is thus the same in the atom. The omitted spin-dependent piece is a spin-orbit coupling, which vanishes in S states.

**Spin 0 and spin 1**

A spin-0 nucleus has the density F(Q²)(E + E′)/(2√(EE′)). The kinematic factor differs from 1 by (√E′ − √E)²/(2√(EE′)) ≈ (p′² − p²)²/(32M⁴). This is of fourth order, so no q² term accompanies the slope of F.

For spin 1, with P = p + p′ and real polarization vectors, the current is

J^μ = −G1(ε′·ε)P^μ − G2[ε^μ(ε′·q) − ε′^μ(ε·q)] + G3(ε·q)(ε′·q)P^μ/(2M²).

Let η = Q²/(4M²) and put the Breit momenta ∓k along z, with k² = ηM². Each transverse polarization has ε′·ε = −1 and ε·q = 0, so J⁰/(2E) = G1. The longitudinal vectors are (−k,0,0,E)/M and (k,0,0,E)/M, with ε′·ε = −(1+2η) and ε·q = ε′·q = −2kE/M. They give

J⁰/(2E) = (1+2η)G1 − 2ηG2 + 2η(1+η)G3 = G1 + 2ηG_Q,

where G_Q = G1 − G2 + (1+η)G3. The average over three polarizations is G1 + (2/3)ηG_Q, which is the definition of G_C. No root is left over.

Going from the Breit frame to the atom rotates the spin states by an angle of second order in momenta. At that order the rotation contributes a term linear in the spin, whose average is zero. The magnetic current averages to zero as well at leading order in the momenta, and the normalization changes at fourth order. The spin-1 result therefore also holds in the atom at the order used here.

**From density to energy**

The Coulomb interaction in momentum space is −4παρ/q². Its part from ρ = 1 − q²R²/6 is the constant +2παR²/3, which in position space is (2πα/3)R²δ³(r). For an S state |ψ(0)|² = (αm_r)³/(πn³), with m_r the reduced mass. Hence

ΔE = (2/3)α⁴m_r³R²/n³.

Inserting 3/(4M²) gives the Darwin-Foldy shift

ΔE_DF = α⁴m_r³/(2n³M²).

For an infinitely heavy centre m_r becomes M, and with α → a and n = 1 this is Ma⁴/2. It is the Dirac minus Klein-Gordon difference found above by a route that used no form factors.

**Numbers for the proton**

The reduced Compton length of the proton is 1/M = 0.2103 fm, and κ = 1.793. Then

Foldy: 1.5 × 1.793 × (0.2103 fm)² = 0.119 fm²,
Darwin-Foldy: 0.75 × (0.2103 fm)² = 0.033 fm².

Their ratio is 2κ = 3.59. With r_E = 0.84075 fm as input, r_E² = 0.707 fm², and

r_1² = 0.707 − 0.119 = 0.588 fm², r_1 = 0.767 fm.

The F1 radius is smaller than the charge radius by 0.074 fm.

The neutron separates the two terms. For total charge F1(0), the root contributes 3F1(0)/(4M²), which vanishes for a neutral particle. The Foldy term survives: with κ = −1.916 it is −0.127 fm². The neutron's r_1² = −6F1′(0) has to be added to obtain its full r_E².

For the energies, let a hypothetical lepton of mass 100 MeV occupy the 2s state around the proton. Then m_r = 90.37 MeV, the Bohr radius is 299 fm, and with ħc = 197.327 MeV fm the shift due to r_E² is

(2/3)(0.00729735)⁴(90.3686 MeV)³ × 0.7069 fm²/[8 × (197.327 MeV fm)²] = 3.166 meV.

Of this, 2.633 meV comes from r_1² and 0.533 meV from the Foldy term. The Darwin-Foldy term adds 0.149 meV, for a total of 3.314 meV before rounding of the parts.

An integral over momentum transfer, with dipole form factors and the Breit-frame density taken from explicit Dirac spinors, gives 3.301 meV, which is 0.41 percent lower. The sign and size follow from the fall of the 2s density near the origin, |ψ|² ∝ 1 − 2r/a_B. A charged shell of radius b changes the potential energy by α(1/r − 1/b) inside it. The integrals of this change over volume, without and with an extra factor r, are 2παb²/3 and παb³/3. The relative correction is therefore −⟨r³⟩/(a_B⟨r²⟩). A dipole G_E corresponds to an exponential density, for which ⟨r³⟩/⟨r²⟩ = 5r_E/√12. This gives −0.41 percent if the small effect of the root on the moments is neglected. Only the q² term of the density was shown to be independent of the frame, and this correction comes from q of order 1/r_E. With the density of a nucleus that starts at rest, the integral is 3.300 meV, 0.43 percent lower, so the last digit depends on that choice. Both the integral and this estimate use the unperturbed 2s state. The response of the wave function to the finite size is of the same order in r_E/a_B and is not included, so 3.301 meV is not the complete result at that order. Without the Darwin-Foldy term the contact formula would miss the integral by about 4 percent.

**What is convention and what is not**

The level energy is physical; how its contact part is divided is a choice. One may use r_E² and put 0.149 meV into recoil, use r_1² and add both other terms, or define one radius from the slope of G_E/√(1+τ). All three give 3.314 meV. The word "recoil" does not identify the term uniquely either: at fixed κ the Foldy term also vanishes as M → ∞, yet it is kept inside r_E².

An error arises when the two halves of different choices are combined. If a proton level is analysed with the recoil formula of a spin-0 nucleus, the fit pushes the missing term into the radius:

√(0.707 + 0.033) fm = 0.860 fm,

which is 0.020 fm, or 2.3 percent, above the r_E that was put in. If instead r_1 is inserted where r_E is expected, 0.533 meV is lost, 17 percent of the r_E² shift. A radius can be carried from scattering to spectroscopy once its form factor and the matching recoil formula are both specified. The same information is needed when the radii of different nuclei are compared. The full set of values is in the numerical output.

Numbers as computed

```
hbar*c                              197.3270 MeV fm
fine-structure constant             0.00729735
proton mass                         938.2721 MeV
proton anomalous moment kappa       1.792847
proton reduced Compton length       0.210309 fm
input r_E                           0.8407 fm
r_E^2                               0.7069 fm^2
Foldy term 3 kappa/(2M^2)           0.1189 fm^2
Darwin-Foldy term 3/(4M^2)          0.0332 fm^2
ratio Foldy/Darwin-Foldy            3.5857
r_1^2 from F1 slope                 0.5879 fm^2
r_1 from F1 slope                   0.7668 fm
r_E - r_1                           0.0740 fm
r_E^2 + Darwin-Foldy                0.7400 fm^2
radius if DF is wrongly absorbed    0.8603 fm
error of that radius                0.0195 fm
neutron mass                        939.5654 MeV
neutron kappa (own mass unit)       -1.915680
neutron Foldy term                  -0.1267 fm^2
(E_Dirac-E_KG)/(M a^4), a=0.001     0.5000013
Darwin-Foldy prediction for it      0.5000000
chosen lepton mass                  100.0 MeV
principal quantum number            2
reduced mass                        90.3686 MeV
Bohr radius                         299.23 fm
2s shift from r_1^2                 2.6331 meV
2s shift from Foldy term            0.5327 meV
2s shift from r_E^2                 3.1659 meV
2s shift from Darwin-Foldy term     0.1486 meV
2s total, contact formula           3.3144 meV
2s total, momentum integral         3.3009 meV
relative difference of the two      -0.409 percent
```
